# How Far Tunnelling Trap Filling Advances per Decade of Stress Time

**Question.** A thin-film transistor with an amorphous oxide channel is held under positive gate bias. Electrons tunnel from the channel into empty traps in the gate insulator, and the threshold voltage drifts. Suppose the barrier is 3 eV high and the tunnelling mass is 0.5 electron masses. How much deeper into the insulator does the filling reach each time the stress time grows tenfold, and how does this depth depend on the barrier, the mass, the attempt rate and the field?

**Answer.**

### From the barrier to a tunnelling rate

Let $x$ be the distance of a trap from the channel interface. The barrier height $\phi$ is the energy of the insulator's conduction-band edge minus the energy of the tunnelling electron. Take the barrier as flat at first, the tunnelling as elastic, and the motion as one-dimensional, so that momentum along the interface is neglected. Inside the barrier the Schrödinger equation is

$$-\frac{\hbar^2}{2m}\psi''=-\phi\,\psi ,\qquad\text{so}\qquad \psi''=\kappa^2\psi,\quad \kappa=\frac{\sqrt{2m\phi}}{\hbar}.$$

The channel state has a tail $\psi_c=Ce^{-\kappa y}$ at position $y$ in the barrier. A trap state of the same energy, centred near $x$, has a tail $\psi_t=Te^{-\kappa(x-y)}$ towards the channel. For weak coupling, the transfer matrix element follows from the current-like expression evaluated on a plane between them:

$$|M|=\frac{\hbar^2}{2m}\left|\psi_c\psi_t'-\psi_t\psi_c'\right|.$$

Since $\psi_t'=\kappa\psi_t$ and $\psi_c'=-\kappa\psi_c$, the two terms add:

$$|M|=\frac{\hbar^2}{2m}\,2\kappa\,|CT|\,e^{-\kappa y}e^{-\kappa(x-y)}=\frac{\hbar^2\kappa}{m}|CT|\,e^{-\kappa x}.$$

The position $y$ of the plane has cancelled, as it must. The golden-rule rate is proportional to $|M|^2$, which doubles the exponent:

$$k(x)=\nu_0e^{-2\kappa x}=\nu_0e^{-x/\lambda},\qquad \lambda=\frac{1}{2\kappa}.$$

The attempt rate $\nu_0$ collects the factors that do not depend on depth.

The factor of two can be tested without the golden rule. Consider a trap well 0.4 nm wide, with its level 3 eV below the barrier top, separated by a barrier from an open channel whose band bottom lies 3.5 eV below that top. The mass is 0.5 electron masses throughout. Requiring an outgoing wave in the channel makes the level's energy complex, with width $\Gamma=-2\,\mathrm{Im}\,E$ and escape rate $\Gamma/\hbar$. The computed width falls from $4.697\times10^{-6}$ eV at a barrier thickness of 1.0 nm to $3.139\times10^{-14}$ eV at 2.5 nm. The decay constant of the rate is therefore

$$\frac{1}{1.5\ \text{nm}}\ln\frac{4.697\times10^{-6}}{3.139\times10^{-14}}=12.55\ \text{nm}^{-1},$$

which agrees with $2\kappa=2\times6.275\ \text{nm}^{-1}$.

### From the rate to a step per decade

Let $f(x,t)$ be the probability that a trap at depth $x$ is filled. Exchange with channel states of occupation $f_c$ gives $\partial f/\partial t=k(f_c-f)$. Take the channel states at the trap energy as full, so that $f_c=1$ and there is no room for electrons to return. In a real oxide channel at room temperature $f_c$ can be well below one. A constant $f_c$ then simply multiplies the filling found below, which reduces the trapped charge and the threshold shift but leaves the front and its step unchanged. With traps initially empty and independent of each other,

$$\frac{\partial f}{\partial t}=k(x)(1-f)\quad\Longrightarrow\quad f(x,t)=1-\exp\!\left(-\nu_0t\,e^{-x/\lambda}\right).$$

Define the front $x_f$ as the depth at which rate times time equals one. Then $\nu_0t\,e^{-x_f/\lambda}=1$, and taking the logarithm gives

$$x_f(t)=\lambda\ln(\nu_0t).$$

The advance over one decade is

$$\Delta x=\lambda\ln(10\,\nu_0t)-\lambda\ln(\nu_0t)=\lambda\ln10=\frac{\hbar\ln10}{2\sqrt{2m\phi}}.$$

For the stated barrier and mass, $\kappa=6.275\ \text{nm}^{-1}$, so

$$\lambda=\frac{1}{2\times6.275\ \text{nm}^{-1}}=0.0797\ \text{nm},\qquad \Delta x=2.3026\,\lambda=0.1835\ \text{nm}.$$

The filling reaches about **0.18 nm (1.8 Å) deeper per decade of time**.

The attempt rate has dropped out of the step, though it still sets the absolute depth. With a chosen $\nu_0=10^{13}\ \text{s}^{-1}$, the front is at 2.385 nm after 1 s, 2.569 nm after 10 s and 3.119 nm after $10^4$ s. The resonance model above has its own attempt rate, $2.0\times10^{15}\ \text{s}^{-1}$, which would put the front at 2.808 nm after 1 s, with depth measured to the near edge of the well (the well centre lies 0.2 nm deeper). A change of $\nu_0$ by a factor of about 200 thus moves the front by 0.42 nm and leaves the step as it was.

### What a step means when the front is smooth

The front is not a sharp edge. Write $u=\nu_0t\,e^{-x/\lambda}$, so that $f=1-e^{-u}$ and $x=\lambda\ln(\nu_0t/u)$. A trap is filled with probability 0.9 where $u=\ln10$, and with probability 0.1 where $u=\ln(10/9)$. The distance between these depths is

$$w=\lambda\ln\frac{\ln10}{\ln(10/9)}=0.246\ \text{nm},$$

which is larger than $\Delta x$. The step is still well defined, because the whole profile moves. This can be seen from the total filling. For traps spread uniformly in depth in a thick insulator, define the filled depth $L(t)=\int_0^\infty f\,dx$. With $dx=-\lambda\,du/u$ and $\tau=\nu_0t$,

$$L=\lambda\int_0^{\tau}\frac{1-e^{-u}}{u}\,du .$$

Integrate by parts, using $\ln u$ as the integral of $1/u$. The boundary term vanishes at $u=0$, which leaves

$$\frac{L}{\lambda}=(1-e^{-\tau})\ln\tau-\int_0^{\tau}e^{-u}\ln u\,du .$$

Now write the remaining integral as one from 0 to $\infty$ minus one from $\tau$ to $\infty$. The first equals $-\gamma$, where $\gamma\approx0.577$ is Euler's constant. The second, again by parts, is $e^{-\tau}\ln\tau+E_1(\tau)$, with $E_1(\tau)=\int_\tau^\infty e^{-u}\,du/u$. The terms in $e^{-\tau}\ln\tau$ cancel, and

$$L(t)=\lambda\left[\ln(\nu_0t)+\gamma+E_1(\nu_0t)\right].$$

There are two regimes:

- For $\nu_0t\gg1$, $E_1$ is exponentially small and $L$ grows by $\lambda\ln10$ per decade. Direct numerical integration of $f$ gives 2.4313 nm at 1 s and 2.6148 nm at 10 s, a difference of 0.1835 nm.
- For $\nu_0t\ll1$, the integrand $(1-e^{-u})/u$ is close to 1, so $L\approx\lambda\nu_0t$. Filling is then linear in time, and there is no constant step per decade.

The step does not describe one electron moving onward through the insulator. In this model each electron tunnels once, directly from the channel to its trap, and the step is an average over many traps at random depths.

### How the step scales

Because $\Delta x\propto(m\phi)^{-1/2}$, small changes obey

$$\frac{\delta(\Delta x)}{\Delta x}\approx-\frac12\left(\frac{\delta m}{m}+\frac{\delta\phi}{\phi}\right).$$

With the mass held at 0.5 electron masses, the step is 0.201 nm for a barrier of 2.5 eV and 0.170 nm for 3.5 eV. With the barrier held at 3 eV, it is 0.237 nm for a mass of 0.3 and 0.130 nm for a mass of 1.0. The estimate is therefore only as accurate as the barrier and mass put into it. The scaling also assumes a parabolic band deep inside the gap, with $m$ a fitted tunnelling mass. A two-band dispersion, $\kappa^2=2m\phi(1-\phi/E_g)/\hbar^2$ with $E_g=9$ eV, halves the sensitivity to $\phi$ at 3 eV (exponent $-1/4$ instead of $-1/2$), and it gives a step of 0.225 nm if 0.5 is read as the band-edge mass.

### A barrier tilted by the gate field

Positive gate bias lowers the insulator band edge with increasing depth. For a uniform field of magnitude $F$ and elementary charge $q$, the local barrier is $\phi-qFy$. In the semiclassical approximation, the exponent $2\kappa x$ is replaced by

$$S(x)=\frac{2\sqrt{2m}}{\hbar}\int_0^x\sqrt{\phi-qFy}\,dy=\frac{4\sqrt{2m}}{3\hbar qF}\left[\phi^{3/2}-(\phi-qFx)^{3/2}\right].$$

Elastic tunnelling also requires traps level with the channel electrons at every depth. Measured from the local band edge, the trap energies must therefore be spread over at least $qFx_f$, which is about 0.26 eV for the 10 s front found below. A single sharp trap level would be in resonance only within a limited slice of the insulator, whose thickness is the energy spread of the channel electrons divided by $qF$. With such a spread assumed, the front now satisfies $S(x_f)=\ln(\nu_0t)$. Solving for the depth gives

$$x_f=\frac{1}{qF}\left\{\phi-\left[\phi^{3/2}-\frac{3\hbar qF}{4\sqrt{2m}}\ln(\nu_0t)\right]^{2/3}\right\}.$$

Since $dS/dx=2\sqrt{2m(\phi-qFx)}/\hbar$, the step is approximately the flat-barrier formula with $\phi$ replaced by the barrier at the front. For $F=0.1$ V/nm and $\nu_0=10^{13}\ \text{s}^{-1}$, the front moves from 2.435 nm at 1 s to 2.627 nm at 10 s. The step is 0.192 nm, about 4.5% above the flat-barrier value. The local barrier at these depths is near 2.75 eV, and $0.1835\sqrt{3/2.75}\approx0.192$ nm, as expected.

The exact solution in a linear potential is an Airy function. Between these two depths its probability density falls by a factor of 9.965 instead of 10. The small difference comes from the semiclassical amplitude, which makes the density proportional to $e^{-S}/\kappa$: the local $\kappa$ is about 0.35% smaller at the deeper point. This factor refers to the density, not to the trap's exchange rate, whose prefactor depends on the trap state as well. For the 0.4 nm well above, with its level held at the channel energy, the rate falls by 10.02 between the two depths, and the step remains 0.192 nm. The expression for $S$ requires $qFx<\phi$. Beyond that depth the electron has left the barrier and can enter the insulator's conduction band.

### The resulting threshold shift

Let the gate lie at $x=d$, let the insulator have permittivity $\varepsilon$, and let $\Delta n(x)$ be the density of electrons added during the decade. The threshold shift is the extra gate voltage needed to keep the channel charge, and hence the field at $x=0$, unchanged. Poisson's equation for the added field is $d(\Delta E)/dx=-q\Delta n/\varepsilon$, with $\Delta E(0)=0$. Therefore

$$\Delta V=-\int_0^d\Delta E\,dx=\frac{q}{\varepsilon}\int_0^ddx\int_0^x\Delta n(x')\,dx'=\frac{q}{\varepsilon}\int_0^d(d-x')\,\Delta n(x')\,dx'.$$

The last form follows by exchanging the order of integration: charge at $x'$ contributes for all $x$ from $x'$ to $d$. The shift is positive for trapped electrons.

For a trap density $N_t$, the added sheet density is $N_t\Delta x$. Its mean depth follows from treating $f$ as a sharp step at $L$ plus a smooth correction that moves with it. By the definition of $L$, the correction has zero total area, so its contribution to $\int xf\,dx$ is the same at both times and cancels. What remains is $(L_2^2-L_1^2)/2=\Delta x\,(L_1+L_2)/2$, and the mean depth is $\bar x=(L_1+L_2)/2$. Hence

$$\Delta V=\frac{qN_t\Delta x\,(d-\bar x)}{\varepsilon}.$$

Choose $N_t=10^{18}\ \text{cm}^{-3}$, $d=100$ nm and relative permittivity 4. The added sheet density is $10^{18}\times1.835\times10^{-8}=1.835\times10^{10}\ \text{cm}^{-2}$, and $\bar x=(2.4313+2.6148)/2=2.523$ nm. The flat-barrier model then gives a shift of 0.081 V between 1 s and 10 s. Integrating Poisson's equation twice with the full smooth occupancy gives the same value. The shift is proportional to $N_t$, so it is much less certain than the step.

### Bearing on real devices

A barrier of 3 eV and a mass near one half are of the right order for electrons entering silicon dioxide from an indium-based amorphous oxide, though reported band offsets are often higher, some above 4 eV, where the step would be 0.159 nm or less. The trap density here is a chosen value that counts only traps level with filled channel states, and real densities depend strongly on processing. Real capture can also require thermal activation, which elastic tunnelling omits. If activation multiplies $\nu_0$ by a depth-independent factor, the front is shallower but the flat-barrier step is unchanged, provided $\nu_0t\gg1$ still holds with the reduced rate. In a tilted barrier the step changes slightly, because the front then sits at a different local barrier. Traps so slow that $\nu_0t\ll1$ with the reduced rate fill in proportion to time instead, as in the second regime above. Under illumination and negative bias, trapped holes may matter instead. The same formula then applies to their tunnelling, with the hole barrier and mass, and the threshold shift changes sign. A lower barrier of 2 eV at the same mass, for example, would raise the step to 0.225 nm. Measured drifts in oxide transistors are not always logarithmic, and many follow a stretched exponential, which this model does not produce. The size of a logarithmic drift alone does not give the step, since the trap density and the step enter the voltage as a product.

The remaining computed values are in the numerical output below.

## Computed values

```
Barrier height: 3.0 eV
Tunnelling mass: 0.5 electron masses
Chosen attempt rate: 1.0e+13 1/s
Amplitude decay constant kappa: 6.275 1/nm
Rate decay length lambda: 0.0797 nm
Natural logarithm of ten: 2.3026
Depth step per time decade: 0.1835 nm
Depth step per time decade: 1.835 angstrom
Step from resonance widths: 0.1835 nm
Resonance width at barrier 1.0 nm: 4.697e-06 eV
Resonance width at barrier 1.5 nm: 8.848e-09 eV
Resonance width at barrier 2.0 nm: 1.667e-11 eV
Resonance width at barrier 2.5 nm: 3.139e-14 eV
Attempt rate of resonance model: 2.01e+15 1/s
Front at 1 s with that rate: 2.808 nm
Front at 1 s: 2.385 nm
Front at 10 s: 2.569 nm
Front at 10000 s: 3.119 nm
Front width, 90% to 10% filled: 0.246 nm
Integrated filled depth at 1 s: 2.4313 nm
Integrated filled depth at 10 s: 2.6148 nm
Step for barrier 2.0 eV, mass 0.5: 0.2247 nm
Step for barrier 2.5 eV, mass 0.5: 0.2010 nm
Step for barrier 3.5 eV, mass 0.5: 0.1699 nm
Step for barrier 4.0 eV, mass 0.5: 0.1589 nm
Step for barrier 3.0 eV, mass 0.3: 0.2369 nm
Step for barrier 3.0 eV, mass 1.0: 0.1297 nm
Insulator field in tilted case: 0.1 V/nm
Tilted-barrier front at 1 s: 2.435 nm
Tilted-barrier front at 10 s: 2.627 nm
Tilted-barrier step, 1 to 10 s: 0.1918 nm
Airy density drop over that step: 9.965 (ratio)
Trap density: 1.0e+18 1/cm^3
Insulator thickness: 100 nm
Relative permittivity: 4.0
Added sheet density per decade: 1.835e+10 1/cm^2
Mean depth of added charge: 2.523 nm
Threshold shift, 1 to 10 s: 0.0809 V
Same shift from Poisson integration: 0.0809 V
```
